# Optimum Temperature for Ozone-Water Cleaning and When It Does Not Exist

**Form of the answer**

Water saturated with ozone flows over a wafer and oxidises an organic film. Heating speeds the surface reaction but drives ozone out of the water. Let $J$ be the ozone consumed per unit area and time. We seek the temperature $T^*$ at which $J$ is largest.

The natural variable is $x=1/(RT)$, with $R$ the gas constant, because both temperature dependences are exponential in it:

$$C_s=C_\infty e^{Qx},\qquad k=A e^{-Ex}. \tag{1}$$

Here $C_s$ is the saturated ozone concentration, $Q$ the heat released per mole on dissolving, $k$ the velocity constant of a first-order surface reaction, and $E>0$ its activation energy. The prefactors $C_\infty$ and $A$ are constants. Ozone crosses the liquid to the surface with a mass-transfer velocity $k_m$, taken as independent of temperature.

Every process is linear in concentration, so $J$ is proportional to $C_\infty$, which therefore cannot affect the position of the maximum. The remaining quantities are two molar energies, $Q$ and $E$, and two velocities, $A$ and $k_m$. The dimensionless number $Ex^*$ can depend on $Q/E$ and $A/k_m$ alone.

A shift symmetry fixes the second dependence. Multiply $A$ by $\lambda$ and define $a=(\ln\lambda)/E$. Then

$$\lambda A e^{-Ex}=A e^{-E(x-a)},\qquad C_s(x)=e^{Qa}C_s(x-a). \tag{2}$$

The new rate at $x$ is the old rate at $x-a$, times the constant $e^{Qa}$. A maximum, if there is one, moves from $x^*$ to $x^*+a$, so $Ex^*$ increases by $\ln\lambda$. Hence

$$Ex^*=\ln\frac{A}{k_m}+g\!\left(\frac{Q}{E}\right). \tag{3}$$

What remains is to find the function $g$ and the conditions under which $x^*$ exists.

**Why the solubility is exponential**

The gas above the water has a fixed ozone partial pressure $p$. At equilibrium the chemical potentials of gaseous and dissolved ozone are equal. For a dilute solution, with $C^\circ$ a reference concentration,

$$\frac{\mu_g(T,p)}{T}=\frac{\mu_s^\circ(T)}{T}+R\ln\frac{C_s}{C^\circ}. \tag{4}$$

The Gibbs–Helmholtz relation is $\partial(\mu/T)/\partial T=-H/T^2$, with $H$ the partial molar enthalpy. Differentiating (4) at fixed $p$ gives

$$-\frac{H_g}{T^2}=-\frac{H_s}{T^2}+R\frac{d\ln C_s}{dT}
\quad\Rightarrow\quad
\frac{d\ln C_s}{dT}=\frac{H_s-H_g}{RT^2}=-\frac{Q}{RT^2}. \tag{5}$$

The last step uses $Q=H_g-H_s$, which is positive when dissolution is exothermic. Since $dx=-dT/(RT^2)$, the two minus signs cancel:

$$\frac{d\ln C_s}{dx}=Q. \tag{6}$$

For constant $Q$, integration gives the first part of (1). The thermal expansion of water and the temperature dependence of $Q$ are neglected.

**The steady rate**

Let the liquid next to the wafer be a stagnant film of thickness $\delta$, with ozone diffusivity $D$. In steady state, without reaction inside the film, the concentration obeys $D\,d^2c/dz^2=0$ and is linear. It falls from $C_s$ at the outer edge to $C_w$ at the wall. The flux to the wall is $D(C_s-C_w)/\delta$, so $k_m=D/\delta$. The surface consumes what arrives:

$$J=k_m(C_s-C_w)=kC_w. \tag{7}$$

Collecting the terms in $C_w$ gives $k_mC_s=(k+k_m)C_w$, and therefore

$$C_w=\frac{k_m}{k+k_m}C_s,\qquad J=C_s\frac{k\,k_m}{k+k_m}. \tag{8}$$

Equivalently $J=C_s/(1/k+1/k_m)$: reaction and transport are resistances in series.

**The condition for a maximum**

Take the logarithm of (8) and differentiate with respect to $x$. From (1), $dk/dx=-Ek$, while $k_m$ is constant:

$$\frac{d\ln J}{dx}=Q-E+\frac{Ek}{k+k_m}=Q-E\frac{k_m}{k+k_m}. \tag{9}$$

The slope of an Arrhenius plot of the whole process defines an apparent activation energy,

$$E_{\rm app}\equiv-\frac{d\ln J}{dx}=E\frac{k_m}{k+k_m}-Q,\qquad
\frac{d\ln J}{dT}=\frac{E_{\rm app}}{RT^2}. \tag{10}$$

When $k\ll k_m$ the reaction controls the rate and $E_{\rm app}\to E-Q$. When $k\gg k_m$ transport controls it and $E_{\rm app}\to-Q$: the surface consumes nearly all that arrives, and heating mainly reduces the supply. For $E>Q>0$ the two limits have opposite signs, which is the origin of the maximum.

Setting $E_{\rm app}=0$ gives $Ek_m=Q(k+k_m)$, or

$$k(T^*)=k_m\frac{E-Q}{Q}. \tag{11}$$

Insert $k=Ae^{-Ex}$, take the logarithm and solve for $x^*$:

$$Ex^*=\ln\frac{AQ}{k_m(E-Q)},\qquad
T^*=\frac{E}{R\,\ln\!\left[\dfrac{AQ}{k_m(E-Q)}\right]}. \tag{12}$$

This has the form (3), with $g=\ln[Q/(E-Q)]$. If $k_0$ is the reaction velocity at a reference temperature $T_0$, then $k=k_0\exp[-(E/R)(1/T-1/T_0)]$, and (11) gives a form more convenient for numbers:

$$\frac1{T^*}=\frac1{T_0}-\frac{R}{E}\ln\frac{k_m(E-Q)}{k_0Q}. \tag{13}$$

To see that the stationary point is a maximum, differentiate (9) once more. Because $d[k_m/(k+k_m)]/dx=Ek\,k_m/(k+k_m)^2$,

$$\frac{d^2\ln J}{dx^2}=-E^2\frac{k\,k_m}{(k+k_m)^2}<0. \tag{14}$$

Thus $\ln J$ is strictly concave in $x$ and has at most one stationary point, which is its maximum. Since $T$ is a monotonic function of $x$, the rate also has at most one stationary point in temperature, again its maximum, although $\ln J$ need not be concave in $T$.

At the optimum, (11) gives $k+k_m=k_mE/Q$. Equation (8) then becomes

$$\frac{C_w}{C_s}=\frac QE,\qquad
J^*=k_mC_s(T^*)\left(1-\frac QE\right). \tag{15}$$

The surface reaction carries a fraction $Q/E$ of the total resistance and transport carries the rest. The best temperature is therefore in the mixed regime, at a point set by the ratio of the two energies.

**When no interior maximum exists**

As $T$ rises from zero to infinity, $k$ rises from zero towards $A$ without reaching it. Equation (11) has a solution at finite positive temperature if and only if its right side lies between these values:

$$E>Q>0\quad\text{and}\quad AQ>k_m(E-Q). \tag{16}$$

The ways in which this fails have different consequences.

1. If $Q\ge E$, then $E_{\rm app}<0$ at every temperature, because $k_m/(k+k_m)<1$. The solubility loss outweighs the gain in reaction velocity, and the coldest permitted water is best. This includes $Q=E$, where $E_{\rm app}=-Ek/(k+k_m)$.

2. If $Q\le0$, then $E_{\rm app}>0$ at every temperature and the hottest permitted water is best. The case $Q=0$ also describes water saturated at a fixed cold temperature and heated just before the wafer, provided that no ozone escapes or decays on the way. The concentration is then fixed, although the gas still dissolves exothermically.

3. If $E>Q>0$ but $AQ\le k_m(E-Q)$, the reaction never becomes fast enough to reach (11), and the rate rises at every finite temperature.

A real process also has a working window $T_1<T<T_2$. For $E>Q>0$, an interior maximum requires

$$k(T_1)<k_m\frac{E-Q}{Q}<k(T_2). \tag{17}$$

If the middle quantity is at or below the left one, the cold edge is best; if it is at or above the right one, the hot edge is best. Very slow transport thus favours cold water and very fast transport favours hot water.

**Width and sensitivity**

At the optimum $k_m/(k+k_m)=Q/E$ and $k/(k+k_m)=1-Q/E$, so (14) equals $-Q(E-Q)$. To second order about the peak,

$$\ln\frac{J}{J^*}\simeq-\tfrac12Q(E-Q)(x-x^*)^2. \tag{18}$$

For a 5 % loss relative to $J^*$ the left side is $\ln0.95$. Using $|\delta T|\simeq RT^{*2}|\delta x|$, the half-width is

$$\delta T\simeq RT^{*2}\sqrt{\frac{2\ln(1/0.95)}{Q(E-Q)}}. \tag{19}$$

If $k_m$ is multiplied by $f$, with all else fixed, (13) gives

$$\Delta\!\left(\frac1{T^*}\right)=-\frac RE\ln f. \tag{20}$$

Better transport moves the optimum upwards. Leaving the temperature at its old optimum means an error $|\delta x|=|\ln f|/E$. By (18), this costs a fraction of about $\tfrac12(Q/E)(1-Q/E)(\ln f)^2$ of the new maximum rate when that fraction is small.

**A worked example**

Consider the removal of an organic resist film. Engineering units suit this problem better than atomic units. The inputs are round, rough typical values: $Q=20$ kJ/mol, $E=50$ kJ/mol, $k_0=2.0\times10^{-5}$ m/s at $T_0=298.15$ K, and $k_m=5.0\times10^{-5}$ m/s. The saturated water holds 50 mg/L of ozone at $T_0$, and the window is 278.15–363.15 K.

Equation (11) gives the required reaction velocity,

$$k(T^*)=5.0\times10^{-5}\times\frac{50-20}{20}=7.5\times10^{-5}\ {\rm m/s}. \tag{21}$$

This is 3.75 times $k_0$. From (13),

$$\frac1{T^*}=\frac1{298.15}-\frac{8.314}{50\,000}\ln3.75
=3.134\times10^{-3}\ {\rm K^{-1}}, \tag{22}$$

so $T^*=319$ K, or 46 °C. Solving the diffusion equation numerically across a film 36 µm thick, and maximising the resulting wall flux, gives the same 319.06 K as the formula.

Both exponentials in (1) contain the same change of $x$, so $C_s$ falls by the factor $3.75^{-Q/E}=3.75^{-0.4}=0.589$, to 29.5 mg/L. With a molar mass of 48 g/mol this is 0.614 mol/m³. The wall concentration is $Q/E=0.4$ of it, or 11.8 mg/L, and (15) gives

$$J^*=5.0\times10^{-5}\times0.614\times0.6
=1.84\times10^{-5}\ {\rm mol\,m^{-2}\,s^{-1}}. \tag{23}$$

To express this as a removal rate, assume $1.0\times10^4$ mol/m³ of resist repeat units, each using 8 ozone molecules. Dividing (23) by $8.0\times10^4$ mol/m³ gives $2.3\times10^{-10}$ m/s, or about 14 nm/min. These two assumptions scale the rate but do not affect $T^*$.

The removal rate is 6.0 nm/min at the cold edge, 11.2 at $T_0$, 13.8 at $T^*$, 11.5 at 343.15 K and 8.6 at the hot edge. The optimum is 24 % faster than $T_0$. The apparent activation energy changes from $+15.7$ kJ/mol at $T_0$ to $-12.5$ kJ/mol at 343.15 K, although $E$ and $Q$ are constant. An Arrhenius plot of the overall rate therefore does not give $E$ directly.

The peak is broad: the rate stays within 5 % of its maximum from 308.5 to 330.9 K. Half this interval is 11.2 K, against 11.1 K from (19). Doubling $k_m$ moves the optimum to 331 K, and halving it gives 308 K. After a doubling, staying at 319 K would cost about 6 % of the new maximum.

Condition (17) can be turned into limits on transport. With the other inputs fixed, the maximum is inside the window for $k_m$ between $3.1\times10^{-6}$ and $4.9\times10^{-4}$ m/s. The second condition in (16) is far from critical, since $A=1.15\times10^4$ m/s exceeds (21) by many orders of magnitude. Here the window, rather than the limit of infinite temperature, decides whether an optimum is available.

The window criterion was also tested on randomly drawn parameters: $Q$ from $-10$ to 40 kJ/mol, $E$ from 5 to 80 kJ/mol, and $k_m$ from $10^{-6}$ to $10^{-3}$ m/s, with $k_0$ and the window as above. Sets with $T^*$ within 1 K of an edge were set aside. Of the rest, 796 had an interior maximum and 1174 had none, in each case as predicted.

**If mass transfer is also activated**

Water becomes less viscous on heating, and ozone diffuses faster in it. Suppose that $k_m=Be^{-E_mx}$. The reciprocal of (8) is then

$$\frac1J=\frac1{C_\infty}\left[\frac{e^{(E-Q)x}}A+\frac{e^{(E_m-Q)x}}B\right]. \tag{24}$$

A stationary point requires the derivative of the bracket to vanish. Multiplying that derivative by $e^{Qx}$ gives

$$\frac{E-Q}{k}+\frac{E_m-Q}{k_m}=0
\quad\Rightarrow\quad
\frac k{k_m}=\frac{E-Q}{Q-E_m}. \tag{25}$$

The ratio must be positive, so $Q$ must lie strictly between $E_m$ and $E$. This is necessary but not sufficient: $k/k_m$ must also reach that ratio at a finite temperature. Setting $E_m=0$ recovers (11). If both $E$ and $E_m$ exceed $Q$, both terms in (24) fall on heating, and there is no interior maximum even though solubility is falling.

To estimate the effect, take the rotating-disk scaling $k_m\propto D^{2/3}\nu^{-1/6}$ at fixed speed, with $\nu$ the kinematic viscosity. With $D\propto T/\eta$ and constant density, this becomes $k_m\propto T^{2/3}\eta^{-5/6}$, where $\eta$ is the viscosity of water, taken from an empirical fit. Keeping $k_m=5.0\times10^{-5}$ m/s at $T_0$, the transfer velocity is 1.49 times larger at 319 K. Its local activation energy there is 14.3 kJ/mol, not far below $Q$. The denominator in (25) is then small, and the optimum moves from 319 to 355 K. This is larger than the vapour and decay shifts estimated in the next section, and its size depends on the scaling chosen. With $k_m\propto D^{1/2}$ the optimum is near 336 K. With $k_m=D/\delta$ at fixed $\delta$ the rate is largest at the hot edge, with no interior maximum below boiling.

**Other neglected effects**

If the contactor works at fixed total pressure $P$ and its gas is saturated with water vapour at pressure $p_w$, the ozone partial pressure is proportional to $P-p_w$. With $L$ the heat of evaporation, $dp_w/dx=-Lp_w$, and therefore

$$\frac{d\ln(P-p_w)}{dx}=\frac{Lp_w}{P-p_w}>0. \tag{26}$$

This adds to $Q$ in (9) and lowers the optimum. At 1 atm, $p_w$ is 0.10 atm at 319 K, and this effect alone moves the optimum to 314 K. At boiling $p_w=P$ and the ozone supply vanishes. In such a contactor, a rate that rises at the cold edge must therefore turn over before boiling, even where the simpler model has no maximum.

Ozone also decays between contactor and wafer. For a decay constant $k_d$ with activation energy $E_d$ and a transit time $\tau$, the concentration gains a factor $e^{-k_d\tau}$, which adds $E_dk_d\tau$ to $Q$ in (9). Assume a half-life of 20 min at $T_0$ and $E_d=80$ kJ/mol; the half-life at 319 K is then 2.4 min. A transit of 10 s moves the optimum to 315 K, and one of 120 s to 305 K. Decay within the diffusion film reduces the flux at 319 K by only 0.1 %.

The reaction order also shifts the optimum. For $J=kC_w^n$ with constant $k_m$, a stationary rate requires $d\ln C_w/dx=E/n$. Transport requires $dC_s/dx=dC_w/dx$, or $QC_s=(E/n)C_w$. Hence

$$\frac{C_w}{C_s}=\frac{nQ}{E}, \tag{27}$$

which requires $nQ<E$. With the rate matched to the first-order value at $T_0$, the optimum is 320 K for $n=\tfrac12$, but 310 K for $n=\tfrac32$ and 284 K for $n=2$. In this example an order of one half changes little, while orders above one lower the optimum strongly.

**Comparison with a real process**

The example is meant to resemble ozonated-water resist removal, with tens of milligrams of ozone per litre. The values of $E$ and $k_0$ are the least certain inputs, since they depend on the resist and its treatment, and $k_m$ depends on the flow. Real equipment breaks the assumption of constant $k_m$, which alone moves the result by 36 K with the rotating-disk scaling, and by a different amount with other flow laws. Including warmed transport, water vapour and a 10 s transit together gives 322 K. This closeness to 319 K is a cancellation for these inputs, not evidence that the corrections are small. The separate shifts do not add, because the optimum does not depend linearly on the corrections. The vapour and decay terms add to $Q$, and so enlarge the difference $Q-E_m$ in (25), whose reduction by warmed transport caused the large upward shift. Both terms also grow with temperature. The constancy of $Q$ is a further limit: for gases in water the heat of solution typically falls by 0.1–0.2 kJ/mol per kelvin. Such a fall alone moves the optimum to 323–329 K, and together with warmed transport alone it removes the maximum below boiling. The value 319 K is therefore a property of the stated model. Choosing a process temperature requires the reaction kinetics of the actual resist, the temperature dependence of transport and the ozone concentration actually delivered to the wafer. The numerical output below gives the values used here.

## Table of computed values

```
heat released on dissolving Q: 20 kJ/mol
activation energy E: 50 kJ/mol
reference temperature: 298.15 K
k at reference: 2.00e-05 m/s
prefactor A: 1.150e+04 m/s
transfer velocity km: 5.00e-05 m/s
ozone at reference: 50.0 mg/L
ozone at reference: 1.042 mol/m3
window low: 278.15 K
window high: 363.15 K
optimum T*, formula: 319.06 K
optimum T*, diffusion solver: 319.06 K
optimum T*: 45.91 deg C
k at T*: 7.500e-05 m/s
saturated ozone at T*: 29.47 mg/L
wall ozone at T*: 11.79 mg/L
flux at T*: 1.842e-05 mol/(m2 s)
resist repeat units: 1.0e+04 mol/m3
ozone used per repeat unit: 8 (number)
removal rate at 278.15 K: 5.98 nm/min
removal rate at 298.15 K: 11.16 nm/min
removal rate at 319.06 K: 13.81 nm/min
removal rate at 343.15 K: 11.52 nm/min
removal rate at 363.15 K: 8.63 nm/min
gain of T* over reference: 23.8 %
apparent energy at reference: 15.71 kJ/mol
apparent energy at 343.15 K: -12.46 kJ/mol
5% loss, cold side: 308.50 K
5% loss, hot side: 330.89 K
5% half-width, formula: 11.07 K
T* with km doubled: 331.24 K
T* with km halved: 307.74 K
km for T* at window low: 3.127e-06 m/s
km for T* at window high: 4.930e-04 m/s
random sets with / without maximum: 796 / 1174
film thickness: 36.0 um
km(T*)/km(reference), warmed: 1.486 (ratio)
effective energy of km at T*: 14.32 kJ/mol
optimum, warmed km: 355.43 K
vapour pressure at T*: 0.101 atm
optimum, water vapour: 314.18 K
ozone half-life at reference: 20 min
decay activation energy: 80 kJ/mol
ozone half-life at T*: 2.41 min
optimum, 10 s transit: 315.37 K
optimum, 120 s transit: 304.61 K
flux loss by decay in film: 0.103 %
optimum, half-order reaction: 320.19 K
optimum, km + vapour + 10 s: 322.27 K
```
